# Fast marching for resist development: derivation, cost and failure modes

## The question

A baked resist film lies on a substrate that does not dissolve. At \(t=0\) developer touches its top surface. In the positive resist considered here, well-exposed material dissolves quickly and poorly exposed material slowly, so the developer cuts down through the bright regions and then eats sideways under and around slower material. To find the profile left at any development time, we need the time \(T(x,z)\) at which the developer arrives at each point.

Let \(z\) be the depth below the original top surface, \(0\le z\le H\), and \(x\) the lateral position; the pattern does not vary along the third direction. Assume that the surface recedes along its local normal at a rate \(R(x,z)>0\) that depends on neither the direction of the normal nor time. Lengths are in nm and times in s.

The front at time \(t\) is the curve \(T=t\). In a short time \(dt\) it moves a distance \(R\,dt\) along the normal, which is the direction of \(\nabla T\). Hence \(dt=|\nabla T|\,R\,dt\), and

\[
R\,|\nabla T|=1,\qquad T(x,0)=0 .
\]

Along any path of arc length \(\ell\), \(dT/d\ell\le|\nabla T|=1/R\), with equality when the path follows \(\nabla T\). Therefore \(T\) is the smallest value of \(\int d\ell/R\) over all paths through the resist from the top surface. This form also selects the right solution where two fronts meet and \(\nabla T\) jumps: the earlier arrival counts.

## The discrete equation

Take a square grid of \(N\) nodes with spacing \(h\). At one node let \(u\) be the unknown time, \(a\) the smaller of the two neighbour values along \(x\), \(b\) the smaller along \(z\), and \(s=h/R\) the time to cross one cell. A missing neighbour counts as infinitely late. At a mirror plane this is harmless, because the mirrored neighbour equals the inner one and leaves the minimum unchanged.

Information comes from earlier times, so each derivative is replaced by a difference towards the earlier neighbour, or by zero if neither neighbour is earlier. With \((y)_+=\max(y,0)\), multiplying \(|\nabla T|^2=1/R^2\) by \(h^2\) gives

\[
(u-a)_+^2+(u-b)_+^2=s^2 .
\]

The left side is zero for \(u\le\min(a,b)\) and increases strictly and without limit above it, so there is one root. Let \(d=|a-b|\).

If \(d\ge s\), try \(u=\min(a,b)+s\). This does not exceed the larger of \(a,b\), so the second square vanishes and the first equals \(s^2\). It is the root.

If \(d<s\), both squares contribute. Expanding,

\[
2u^2-2(a+b)u+a^2+b^2-s^2=0 .
\]

A quarter of the discriminant is \((a+b)^2-2(a^2+b^2-s^2)=2s^2-(a-b)^2\). The root must exceed both \(a\) and \(b\), hence their mean, which selects the plus sign:

\[
u=\tfrac12\left[a+b+\sqrt{2s^2-(a-b)^2}\,\right].
\]

It exceeds the larger value when \(\sqrt{2s^2-d^2}>d\), that is, when \(s>d\), as assumed. The radicand is then greater than \(s^2\), so the square root is safe in floating-point arithmetic.

Two properties carry the whole method.

- **Causality.** A neighbour contributes only if its value is strictly less than \(u\).
- **Monotonicity.** Raising \(a\) or \(b\), or omitting a neighbour, cannot raise the left side at fixed \(u\), so it cannot lower the root.

## Algorithm

Each node holds a trial time, computed from accepted neighbours alone. A binary heap keeps the smallest trial time at its root.

```
set T = infinity at all nodes
for each top-surface node: T = 0, insert in heap
while heap is not empty:
    p = remove node with smallest T; mark p accepted
    for each neighbour q of p, not accepted, not a source:
        a = smallest accepted T among x-neighbours of q
        b = smallest accepted T among z-neighbours of q
        s = h / R(q)
        if |a - b| >= s:  u = min(a, b) + s
        else:             u = (a + b + sqrt(2 s^2 - (a-b)^2)) / 2
        if u < T(q):
            T(q) = u
            insert q in heap, or move it up if present
```

An absent or unaccepted neighbour enters as infinity. Since \(p\) has just been accepted, \(a\) and \(b\) are never both infinite. The heap used here also stores the position of each node, so that a reduced key can be moved in place.

## Why the smallest trial time is final

First, accepted times never decrease. Suppose \(p\) has just been accepted and \(q\) is recomputed, giving \(u\). If \(u>T(p)\), there is nothing to show. If \(u\le T(p)\), then \(p\) contributes nothing to the equation, so \(u\) is also the root without \(p\). That root was the previous trial time of \(q\), which was at least \(T(p)\) because \(p\) was the smallest. Hence \(u\ge T(p)\) in every case.

It follows that neighbours accepted after \(q\) have times no smaller than \(T(q)\). They contribute zero to its equation, which therefore holds with all neighbours included. The grid is connected and \(R>0\), so every node is reached. The algorithm has constructed a solution of all the discrete equations.

Second, this solution is the only one. Let \(U\) be any solution and suppose that the nodes accepted so far carry their \(U\) values, as the source nodes do. Let \(q\) be an unaccepted node with the smallest \(U\). By causality \(U(q)\) uses only smaller values, all of them already accepted, so the trial time of \(q\) equals \(U(q)\). Any other trial node \(p\) may lack some neighbours, so by monotonicity its trial time is at least \(U(p)\ge U(q)\). The smallest trial time is thus \(U(q)\), and whichever node carries it, even in a tie, carries its own \(U\) value. Induction completes the proof.

Apart from rounding, one pass thus solves the discrete equations exactly. It does not give the continuous arrival time exactly; that error is treated below.

## Cost

A node has four neighbours and is recomputed at most once for each, which gives at most \(4N\) updates. A sharper count notes that each pair of neighbours causes at most one update, when the earlier of the two is accepted. On a rectangular grid there are fewer than \(2N\) pairs.

A heap with at most \(N\) entries has at most \(\log_2N\) levels below its root. Moving a node up costs one comparison per level. A source node is inserted once and never updated, so source insertions and updates together still number at most \(4N\). Removing the root costs two per level, one to choose the smaller child and one to compare with it. Using the simple count of updates,

\[
\text{comparisons}\le 4N\log_2N+2N\log_2N=6N\log_2N .
\]

The work is therefore of order \(N\log N\) at most, and the storage is of order \(N\).

## Stability

There is no time step and hence no step-size limit. Nor are relative errors in \(1/R\) amplified in the arrival times. Let \(U\) solve the equations with \(T=0\) on top, and let \(V\) solve them with each \(s\) raised by at most a factor \(1+\epsilon\). Multiplying the discrete equation by \((1+\epsilon)^2\) shows that \(W=(1+\epsilon)U\) solves it with every \(s\) raised by the full factor. Go through the nodes in order of increasing \(W\). Each \(W\) value uses only earlier nodes, where \(V\le W\) has already been shown; monotonicity, together with the smaller \(s\), then gives \(V\le W\) at the new node. A relative error of at most \(\epsilon\) in \(1/R\) thus delays no arrival by more than the fraction \(\epsilon\).

## Accuracy and two limiting cases

For a flat front in uniform resist, \(a\) is no earlier than \(u\), and each row adds \(h/R\). The result \(T=z/R\) is exact.

The opposite case is a point source in uniform resist. The two nodes next to it have \(T=s\). Their common diagonal neighbour gets

\[
u=\tfrac12\left(2s+\sqrt2\,s\right)=1.707\,s ,
\]

whereas the true time is \(\sqrt2\,s=1.414\,s\). The error is 21% of the true time, however fine the grid. A very narrow slit, which is a point in this cross-section, should therefore be started with accurate times inside a small disc of fixed physical size.

A case with curved paths measures the error away from the source. Let \(R=v_0+gz\), with the source at the origin and \(r^2=x^2+z^2\). Define

\[
Q=1+\frac{g^2r^2}{2v_0R},\qquad T=\frac1g\,\mathrm{arcosh}\,Q .
\]

Differentiation gives

\[
Q_x=\frac{g^2x}{v_0R},\qquad Q_z=\frac{g^2z}{v_0R}-\frac{g(Q-1)}{R}.
\]

Squaring and adding, with \(g^2r^2=2v_0R(Q-1)\),

\[
\frac{R^2|\nabla Q|^2}{g^2}=(Q-1)\left[\frac{2(R-gz)}{v_0}+Q-1\right]=Q^2-1,
\]

because \(R-gz=v_0\). Since \(|\nabla T|=|\nabla Q|/(g\sqrt{Q^2-1})\), this yields \(R|\nabla T|=1\). Near the source \(T\to r/v_0\), as it should.

In dimensionless units I took \(v_0=1\), \(g=2\), a unit square with the source at one corner, and exact times within radius 0.2. The largest errors for 40, 80 and 160 cells per side were 0.00748, 0.00379 and 0.00190. Halving \(h\) halves the error: the scheme is of first order here.

## Worked example: a baked line pattern

The pitch is \(P=360\) nm and the thickness \(H=270\) nm. Before baking, the exposed fraction is a lateral cosine times a standing wave of period 60 nm:

\[
e=(0.45+0.35\cos k_xx)(1+0.20\cos k_zz),
\]

with \(k_x=2\pi/P\) and \(k_z=2\pi/(60\ \text{nm})\). The bake is modelled as diffusion of \(e\) with constant coefficient \(D\) for a time \(t_b\), without flux through top or bottom. The film holds 4.5 periods, so the slope of \(\cos k_zz\) vanishes at both faces and the cosines keep their shape. Diffusion multiplies a cosine of wave number \(k\) by \(e^{-Dk^2t_b}=e^{-k^2\sigma^2/2}\), where \(\sigma^2=2Dt_b\). For \(\sigma=10\) nm the factor is 0.985 for the lateral cosine and 0.578 for the standing wave.

The dissolution rate is

\[
R=R_{\min}+R_{\max}\frac{(a_0+1)e^n}{a_0+e^n},
\]

with \(R_{\max}=100\) nm/s, \(R_{\min}=0.1\) nm/s, \(a_0=0.05\) and \(n=5\). At the bright centre, \(x=0\), it is 96.3 nm/s at the top and 81.4 nm/s at the bottom. At the dark centre, \(x=180\) nm, it is 0.147 and 0.115 nm/s. Half a pitch is solved, with mirror planes at both sides.

**One update.** With \(h=6\) nm, the node at \(x=72\) nm, \(z=150\) nm has \(R=38.548\) nm/s, so \(s=6/38.548=0.15565\) s. Its neighbours give \(a=2.03160\) s and \(b=2.02427\) s. Their difference, 0.00733 s, is less than \(s\), so

\[
u=\tfrac12\left[4.05587+\sqrt{0.048454-0.000054}\right]=2.1379\ \text{s}.
\]

**Clearing time.** At each depth \(R\) is largest at \(x=0\). A path to \((0,H)\) can then do no better than go straight down, and \(T(0,H)=\int_0^H dz/R(0,z)\). Numerical quadrature gives 3.0163 s. On the grid this column reduces to \(T_j=T_{j-1}+h/R_j\), a sum whose leading error is

\[
\frac h2\left[\frac1{R(0,H)}-\frac1{R(0,0)}\right]
=3\left[\frac1{81.400}-\frac1{96.317}\right]=0.0057\ \text{s}
\]

for \(h=6\) nm. The computed time, 3.0220 s, is late by this amount, 0.19% of the quadrature value. At \(h=0.75\) nm the error is 0.0007 s.

**Line width.** Because \(R\) falls with \(x\), a path that strays beyond \(x_1\) can be clamped to \(x=x_1\) without becoming longer or slower. Hence \(T\) does not decrease with \(x\), and each depth has at most one edge, where \(T\) equals the development time of 60 s. Close to the top even the dark centre has dissolved by then, and no edge remains. Where an edge exists, I located it by linear interpolation between nodes. The remaining line has width \(P-2x_{\text{edge}}\):

| \(h\) (nm) | width at \(z=150\) nm | width at bottom |
|---|---|---|
| 6 | 70.7 nm | 71.3 nm |
| 3 | 68.3 nm | 69.0 nm |
| 1.5 | 67.1 nm | 67.7 nm |
| 0.75 | 66.5 nm | 67.1 nm |

Successive changes roughly halve. If this continues, the remaining change equals the last one, 0.6 nm, and the widths tend to about 66 nm at \(z=150\) nm and 66.5 nm at the bottom. Both depths lie in slow layers, where \(\cos k_zz=-1\) and the line is near a local maximum of width; in the fast layers at 120 and 180 nm it is only about 44 nm wide. The coarsest grid is then about 7% too wide, although its clearing time is good to 0.2%. A good clearing time is no evidence of a good line width.

**Operation counts.** For \(h=6\) nm, \(N=31\times46=1426\). Neighbour pairs within the top row need no update, which leaves \(31\times45+30\times45=2745\), the number counted. From \(h=6\) to 0.75 nm the comparisons per node were 10.9, 13.0, 15.0 and 17.0, while the largest heap held 60, 119, 238 and 474 nodes. Each refinement roughly doubles the largest heap and adds about two comparisons per node. Divided by \(N\log_2N\), the comparisons stay near 1.04.

For contrast, the same equations can be solved by recomputing every node from the previous iterate until nothing changes. This took 76 sweeps at \(h=6\) nm and 151 at \(h=3\) nm. The latter means \(151\times5551\approx8.4\times10^5\) node updates, against 10,890 for fast marching. The contrast is with this simplest iteration only: sweeps that update in place, in alternating directions, settle in far fewer passes here.

**Effect of the bake.** I added up all outward movements of the space edge with increasing depth, from \(z=30\) nm to the bottom; a wall whose space only narrows downwards would give zero. With \(h=1.5\) nm and the same development time and rate law, the sum is 70 nm per side without the bake and 43 nm with it. These sums still move with the grid: they are about 0.7 nm smaller at \(h=3\) nm and tend to about 70.5 and 44 nm as \(h\to0\). Over four standing-wave periods, that is about 18 and 11 nm per period. The baked wall is smoother but far from smooth.

## Comparison with real resist

At normal incidence the standing-wave period is the wavelength in the resist divided by two, roughly 60 nm for 193 nm light; oblique orders lengthen it, by about 5% for the first orders at this pitch. Without absorption, a modulation of 20% corresponds to a substrate reflectivity of about 1%; a good antireflection coating can do better. The dark rate of a real resist can be lower than 0.1 nm/s. In chemically amplified resist, acid diffuses while it drives the reaction, so diffusing \(e\) itself is a simplification. Real dissolution can also be slowed near the surface, which breaks the assumption that \(R\) depends on \(e\) alone. A separate question is how the line width responds to a rate that is wrong throughout the film. Take a uniform 10% loss. It multiplies \(R\) by 0.9 and so divides every arrival time by 0.9; the 60 s edge then lies where the old edge was at 54 s. At \(z=150\) nm the edge is at \(x\approx147\) nm, where \(e\approx0.142\) and \(R\approx0.22\) nm/s. The edge moves along \(x\) at speed \(1/T_x\ge R\), and \(R\) was larger at its earlier positions. In those 6 s it therefore moved at least 1.3 nm per side, so the line widens by at least 2.6 nm, or 4%.

## Failure modes

- **Acceptance in the wrong order.** I applied the same local formula once per node, row by row downwards and from bright to dark, at \(h=3\) nm. Among nodes truly reached within 60 s, the largest delay was 7.3 s. Refinement does not remove it: it is 6.8 s at \(h=6\) nm and about 8 s at \(h=1.5\) nm. Such a pass cannot see developer that runs along a fast layer and then attacks the slow layer above it from below.
- **Stale heap keys.** If a trial time is reduced but its node is not moved, the root need not be the smallest, and the proof of finality fails.
- **Insoluble material.** For \(R=0\), \(s\) is infinite. Such nodes should be excluded as obstacles.
- **Direction-dependent rates.** The fastest path then need not follow \(\nabla T\), and the neighbours used here may not include the one that brings the earliest information. A different update is needed.
- **Time-dependent rates.** If \(R=c(t)R_0(x,z)\) with \(c>0\), solve with \(R_0\) and read the result as \(\int_0^{T}c\,dt\). A change that differs from place to place is not covered by this substitution.
- **Unresolved layers.** The grid sees \(R\) only at its nodes. A spacing comparable with the standing-wave period can miss the slow layers altogether; the coarsest grid above has ten cells per period.
